\section*{Charge in metal-induced gap states compared with silicon depletion charge}

\section{A decision about the barrier}

To calculate the band diagram of a metal contact on n-type silicon, one must decide whether the barrier height and the depletion layer have to be solved for together. If the donor charge can noticeably change the filling of the interface states, each depends on the other. If it cannot, the barrier may be found from the interface alone and then used as a fixed boundary value for the depletion layer. Comparing two sheet charges gives a first test: if the interface states can take up far more charge than the donors supply, the two problems separate.

The interface states considered here are metal-induced gap states: tails of the metal's electron waves that decay into the silicon at energies inside its band gap. Let their density, summed over depth, be $D=4\times10^{14}$ per eV per cm$^2$. Moving the Fermi level up through them by $\Delta=0.1$ eV fills
\[
n_{\rm gap}\approx D\Delta=4\times10^{13}\ \text{cm}^{-2}
\]
states. With $10^{17}$ donors per cm$^3$ and a depletion layer roughly 100 nm ($10^{-5}$ cm) thick, the donors supply about $10^{12}$ charges per cm$^2$. The gap states win by a factor of about 40. The derivation below replaces the guessed thickness and finds where the comparison weakens.

\section{Charge from the gap states}

Let $E_1$ and $E_2=E_1+\Delta$ be the Fermi level before and after the shift, measured relative to the silicon bands at the interface. For now all gap states, whatever their depth, undergo the same shift. With $D$ constant, the number of added electrons per area is
\[
n_{\rm gap}=D\int\left[\frac{1}{e^{(E-E_2)/kT}+1}-\frac{1}{e^{(E-E_1)/kT}+1}\right]dE .
\]
An antiderivative of $1/(e^{(E-\mu)/kT}+1)$ is $-kT\ln(1+e^{(\mu-E)/kT})$. Far above both levels it vanishes. Far below them it tends to $-(\mu-E)$. Subtracting the lower limit from the upper one gives
\[
n_{\rm gap}=D\left[(E_2-E)-(E_1-E)\right]=D\Delta .
\]
Thermal smearing therefore cancels when both levels lie many $kT$ from the band edges. Take $E_1$ and $E_2$ at 0.32 and 0.42 eV above the valence band edge, in a gap of 1.12 eV. At 300 K, $kT=0.0259$ eV, and cutting the integral off at the band edges changes it by about one part in a million.

The added charge is negative; its magnitude is
\[
Q_{\rm gap}=q n_{\rm gap}=(1.602\times10^{-19}\ \text{C})(4\times10^{13}\ \text{cm}^{-2})
=6.4\ \mu\text{C/cm}^2 ,
\]
where $q$ is the positive elementary charge. A constant $D$ is an approximation. If instead $D$ starts at the same value at $E_1$ and grows by half over every 0.1 eV, numerical integration of the Fermi functions gives 1.26 times this charge.

\section{Charge from the depletion layer}

The barrier $\phi_B$ is the energy from the Fermi level to the conduction band edge at the interface. Take $\phi_B=0.70$ eV. In the neutral bulk the electron density equals the donor density $N_d$. For non-degenerate silicon with effective conduction-band density $N_c$,
\[
N_d=N_c e^{-(E_c-E_F)/kT}
\quad\Longrightarrow\quad
E_c-E_F=kT\ln\frac{N_c}{N_d}.
\]
With $N_c=2.8\times10^{19}$ cm$^{-3}$ this energy is 0.146 eV. At zero bias the Fermi level is flat, so the bands bend by the difference:
\[
qV=\phi_B-(E_c-E_F),\qquad V=0.700-0.146=0.554\ \text{V}.
\]

Let $x$ run from the interface into the silicon, and let the potential $\psi$ be zero in the bulk, so that $\psi(0)=-V$. First suppose that there are no mobile electrons for $x<W$ and that the silicon is neutral beyond $W$. The donors are positive, so Poisson's equation is $\psi''=-qN_d/\varepsilon$. Integrating twice with $\psi'(W)=\psi(W)=0$ gives
\[
\psi'(x)=\frac{qN_d}{\varepsilon}(W-x),\qquad
\psi(x)=-\frac{qN_d}{2\varepsilon}(W-x)^2 .
\]
Setting $\psi(0)=-V$ fixes the thickness, and $N_dW$ is the donor charge per area in units of $q$:
\[
W=\sqrt{\frac{2\varepsilon V}{qN_d}},\qquad
n_{\rm dep}=N_dW=\sqrt{\frac{2\varepsilon VN_d}{q}} .
\]
For silicon, $\varepsilon=11.7\,\varepsilon_0=1.036\times10^{-12}$ F/cm. Hence
\[
W=\sqrt{\frac{2(1.036\times10^{-12})(0.554)}
{(1.602\times10^{-19})(10^{17})}}\ \text{cm}
=8.5\times10^{-6}\ \text{cm}=85\ \text{nm},
\]
and
\[
n_{\rm dep}=8.5\times10^{11}\ \text{cm}^{-2},\qquad
Q_{\rm dep}=qn_{\rm dep}=0.14\ \mu\text{C/cm}^2 .
\]

The edge of a real depletion layer is not sharp. Including the mobile electrons in Boltzmann form, Poisson's equation becomes
\[
\psi''=-\frac{qN_d}{\varepsilon}\left(1-e^{q\psi/kT}\right).
\]
Multiply by $\psi'$, so that the left side is the derivative of $\psi'^2/2$, and integrate from the bulk, where $\psi=\psi'=0$, to the interface:
\begin{align*}
\frac{\psi'(0)^2}{2}
&=-\frac{qN_d}{\varepsilon}
\left[\psi-\frac{kT}{q}e^{q\psi/kT}\right]_{\psi=0}^{\psi=-V}\\
&=\frac{qN_d}{\varepsilon}
\left[V-\frac{kT}{q}\left(1-e^{-qV/kT}\right)\right].
\end{align*}
By Gauss's law the sheet charge is $\varepsilon\psi'(0)$. The electrons thus replace $V$ under the square root by the last bracket. Here the exponential is negligible, and the charge falls by the factor $\sqrt{1-0.0259/0.554}=0.976$. The sharp-edge formula is about 2\% too high, which does not matter here.

\section{The comparison and its limits}

At zero bias,
\[
\frac{Q_{\rm gap}}{Q_{\rm dep}}
=\frac{4.0\times10^{13}}{8.5\times10^{11}}\approx47 .
\]
With the doping and the 0.1 eV shift held fixed, a barrier of 0.5 eV gives about 59 and one of 0.9 eV about 40. The dependence is weak because $V$ enters through a square root.

Reverse bias enlarges the depletion charge. By Gauss's law, $n_{\rm dep}=\varepsilon F/q$, where $F$ is the magnitude of the field at the interface. At zero bias $F=0.13$ MV/cm. Matching the gap-state charge would take 6.2 MV/cm, about ten times a rough breakdown field of 0.6 MV/cm for this doping. At that breakdown field $n_{\rm dep}=3.9\times10^{12}$ cm$^{-2}$, and the ratio has dropped to 10.

Heavier doping also closes the gap. At fixed $V$, $n_{\rm dep}$ grows as $\sqrt{N_d}$, so the two charges become equal at
\[
N_d=(10^{17}\ \text{cm}^{-3})(47.2)^2
\approx2\times10^{20}\ \text{cm}^{-3}.
\]
This exceeds $N_c$, so the non-degenerate formula for the bulk Fermi level no longer holds there. The value is a formal extrapolation that marks the scale at which the comparison fails.

\section{Screening among the gap states}

The largest correction to the gap-state charge found here comes from the assumption of a common shift. The added electrons create a field that changes the bands within the layer they occupy. Let $z$ be the depth and let the density of gap states per volume and energy be $(D/\lambda)e^{-z/\lambda}$, with $\lambda=0.3$ nm. Its integral over depth is $D$. Let $u(z)$ be the change of the Fermi level relative to the local bands. A change $\delta\psi$ in potential lowers the bands by $q\,\delta\psi$, so $u''=q\,\delta\psi''$. The added charge density is $-q(D/\lambda)e^{-z/\lambda}u$, and Poisson's equation gives
\[
u''=\frac{\beta}{\lambda^2}e^{-z/\lambda}u,\qquad
\beta=\frac{q^2D\lambda}{\varepsilon}.
\]
The donor charge is held fixed during the change and therefore drops out.

Put $t=2\sqrt{\beta}\,e^{-z/2\lambda}$. Since $dt/dz=-t/2\lambda$,
\[
u''=\frac{1}{4\lambda^2}
\left(t^2\frac{d^2u}{dt^2}+t\frac{du}{dt}\right),
\qquad \beta e^{-z/\lambda}=\frac{t^2}{4},
\]
and the equation becomes
\[
t^2\frac{d^2u}{dt^2}+t\frac{du}{dt}-t^2u=0 .
\]
Its solutions are the modified Bessel functions $I_0(t)$ and $K_0(t)$. Deep inside, $t\to0$ and $K_0\sim-\ln t$ grows linearly with $z$. That would be an added field in the interior, which fixed donor charge forbids. Therefore $u=u_{\rm in}I_0(t)$, where $u_{\rm in}$ is the shift at the inner edge of the layer.

The number of added electrons follows by integrating the Poisson equation once. With $t_0=2\sqrt\beta$ and $I_0'=I_1$,
\begin{align*}
n&=\int_0^\infty\frac{D}{\lambda}e^{-z/\lambda}u\,dz
=\frac{\varepsilon}{q^2}\int_0^\infty u''\,dz
=-\frac{\varepsilon}{q^2}u'(0)\\
&=\frac{\varepsilon}{q^2}\frac{\sqrt\beta}{\lambda}u_{\rm in}I_1(t_0)
=Du_{\rm in}\frac{I_1(t_0)}{\sqrt\beta}.
\end{align*}
The last step uses $\varepsilon/(q^2\lambda)=D/\beta$. As $\beta\to0$, $I_0(t_0)\to1$ and $I_1(t_0)/\sqrt\beta\to1$, which restores $n=D\Delta$.

For the present numbers $q^2D=6.41\times10^{-5}$ F/cm$^2$, so
\[
\beta=\frac{(6.41\times10^{-5})(3\times10^{-8})}
{1.036\times10^{-12}}=1.86 .
\]
This is not small, and it matters where the 0.1 eV is measured. If it is the shift at the metal, the charge is 0.58 times the simple estimate and the zero-bias ratio is 27. If it is the shift at the inner edge, the charge is 2.3 times the estimate, and the shift at the metal must be 0.39 eV. The difference, 0.29 eV, is dropped across the gap-state layer. In this model a large change on the metal side thus produces a much smaller change of the bands inside.

The bulk permittivity is doubtful over a few tenths of a nanometre. With $5\varepsilon_0$ instead, $\beta=4.3$. A 0.1 eV shift at the metal then gives 0.42 times the simple charge, a zero-bias ratio of 20 and a ratio of about 4 at the breakdown field. An inner shift of 0.1 eV would require 1.3 eV at the metal, more than the whole gap, so a constant density of gap states cannot describe that case.

\section{What the barrier calculation may omit}

The depletion charge corresponds to a uniform shift of
\[
\frac{n_{\rm dep}}{D}
=\frac{8.5\times10^{11}}{4\times10^{14}}\ \text{eV}
=2.1\ \text{meV}.
\]
To see what this does to the barrier, place all gap states on one plane at distance $d$ from the metal, with permittivity $\varepsilon_i$ between. Let $u$ now be the height of the Fermi level above the level at which the gap states are neutral. Let $u_0$ be its value if the plane and the silicon carried no net charge. The net negative charge on the silicon side is $q(Du-n_{\rm dep})$, and the resulting field lowers $u$:
\[
u=u_0-\frac{q^2d}{\varepsilon_i}(Du-n_{\rm dep}).
\]
Collecting the terms in $u$, with $b=q^2Dd/\varepsilon_i$, gives
\[
u=\frac{u_0}{1+b}+\frac{b}{1+b}\,\frac{n_{\rm dep}}{D}.
\]
With all states on one plane, the donors raise $u$, and so lower the barrier, by less than $n_{\rm dep}/D$, whatever the values of $d$ and $\varepsilon_i$. At zero bias that is less than 2.1 meV, far below the 0.7 eV barrier. Within this model the barrier may be found first and the depletion layer afterwards. The bound belongs to the single plane and does not carry over to states spread in depth as $e^{-z/\lambda}$. There the depletion field reaches into the tail of the states. If the Fermi level at the inner edge lies 0.03 to 0.1 eV above the neutral level without donors, the top of the barrier sits about 1 nm inside the silicon and the donors lower it by about 9 to 12 meV. This is several times 2.1 meV but still small against 0.7 eV.

The model leaves out the image force, the attraction of an electron in the silicon to the charge it induces in the metal. At distance $x$ from the metal, this force and the depletion field $F$ together change the electron's energy by $-q^2/(16\pi\varepsilon x)-qFx$. The maximum of this expression lies below zero by $q\sqrt{qF/(4\pi\varepsilon)}$, which is about 40 meV at the zero-bias field of 0.13 MV/cm. This lowering is much larger than 2.1 meV and matters for the current. It can be estimated from $F$ after the depletion layer has been found, so it does not undo the separation. The formula assumes an unscreened uniform field. With the gap states spread in depth as above, they screen the field near the metal, and image force and donors together lower the barrier by about 33 meV.

The silicon constants, barrier, decay depth and breakdown field used here are rough typical values for a metal directly on moderately doped silicon. Transistor source and drain contacts break the doping assumption: at a rough $10^{20}$ cm$^{-3}$, with $V$ and the shift held fixed, the ratio falls to $47/\sqrt{1000}\approx1.5$, again as a formal extrapolation. A contact whose interface states number $10^{13}$ per eV per cm$^2$, forty times fewer, has a ratio of $47/40\approx1.2$ at the original doping. In either case the two charges are comparable, and the one-plane bound $n_{\rm dep}/D$ rises to about 67 and 85 meV respectively, so it no longer shows that the donors are unimportant. The factor $b/(1+b)$ must then be included. With $d=0.3$ nm and the bulk permittivity, $b$ is 1.86 for the heavily doped contact and 0.046 for the one with few states, and at zero bias, with $V$ held fixed as before, the donors lower the barrier by roughly 44 and 4 meV through the interface states, apart from the image force. The first value is only a low estimate. Silicon doped this heavily is degenerate, and the single plane is a poor picture when the depletion layer is a few nanometres thick. With Fermi-Dirac statistics and states spread as $e^{-z/\lambda}$, the lowering is about 100 to 130 meV for an inner offset from the neutral level of 0.06 to 0.1 eV. The image-force formula gives roughly 0.2 eV at this doping. The depletion charge should therefore be kept in the barrier calculation in the first case. In the second this effect is small at zero bias, but it grows with reverse bias, and also if a thicker layer, or one of lower permittivity, separates the states from the metal.
